# A Frequency-Independent Resistor-Inductor Ladder for Skin Effect in Round Wires: a program that tests the result

```python
"""Round-wire internal impedance as a resistor-inductor ladder.

Result under test, per unit length, time factor exp(+j w t):
  Z = R0 (x/2) I0(x)/I1(x),  R0 = rho/(pi a^2),  x^2 = j w tau,
  tau = mu0 a^2/rho,  x = (1+j) a/delta,
equals a ladder with series resistors (2k-1) R0 and shunt inductors
mu0/(8 pi k). Keeping m elements (R1, L1, R2, L2, ...) leaves the error
  z - z_m = sg u / (2 I1 K1 (1 + sg u)),  z = Z/R0,  sg = (-1)^(m+1),
  u = K1 I_{m+1} / (I1 K_{m+1}),  all Bessel functions taken at x.
a: radius, rho: resistivity, delta: skin depth, w: angular frequency.
"""
from fractions import Fraction
from math import factorial
import numpy as np
import mpmath as mp
from scipy.constants import mu_0, epsilon_0, c as c_light, pi
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.special import ive, jn_zeros

# ---------- inputs (rough values for rhodium at room temperature) ----------
radius = 10e-6            # m
rho = 5e-8                # ohm m
f_max = 50e9              # Hz
tolerance = 0.01          # relative error allowed in complex Z
mean_free_path = 7e-9     # m
fermi_speed = 7e5         # m/s
temp_coefficient = 0.004  # 1/K
warming = 60.0            # K
susceptibility = 2e-4     # SI volume susceptibility
spacing = 100e-6          # m, centre distance to the return wire
groove_rms = 0.1e-6       # m
groove_period = 2e-6      # m

R0 = rho / (pi * radius**2)
tau = mu_0 * radius**2 / rho


def skin_depth(f):
    return np.sqrt(rho / (pi * f * mu_0))


def x_of(f):
    return (1 + 1j) * radius / skin_depth(f)


def z_exact(x):
    return x / 2 * ive(0, x) / ive(1, x)


def z_ladder(x, m):
    """Normalized impedance of the first m ladder elements."""
    def term(n):          # n = 0, 1, 2, ...: resistor, inductor, resistor...
        return (n + 1) if n % 2 == 0 else 4 * (n + 1) / x**2
    value = term(m - 1)
    for n in range(m - 2, -1, -1):
        value = term(n) + 1 / value
    return value


def relative_error(x, m):
    return abs(z_ladder(x, m) / z_exact(x) - 1)


def elements_needed(x, eps):
    m = 1
    while relative_error(x, m) > eps:
        m += 1
    return m


def elements_predicted(ratio, eps):
    return -1 + np.sqrt(1 + 2 * ratio * np.log(2 / eps))


def ladder_parts(m):
    """Resistors (ohm/m) and inductors (H/m) of an m-element ladder."""
    resistors = np.array([(2 * k - 1) * R0 for k in range(1, (m + 1) // 2 + 1)])
    inductors = np.array([mu_0 / (8 * pi * k) for k in range(1, m // 2 + 1)])
    return resistors, inductors


def z_by_nodes(m, omega):
    """Driving-point impedance from Kirchhoff's current law, ohm/m."""
    resistors, inductors = ladder_parts(m)
    n = len(resistors)
    Y = np.zeros((n + 1, n + 1), complex)
    for k, r in enumerate(resistors):
        Y[k, k] += 1 / r
        Y[k + 1, k + 1] += 1 / r
        Y[k, k + 1] -= 1 / r
        Y[k + 1, k] -= 1 / r
    for k, ind in enumerate(inductors):
        Y[k + 1, k + 1] += 1 / (1j * omega * ind)
    if m % 2 == 1:        # last resistor ends on the return conductor
        Y = Y[:n, :n]
    drive = np.zeros(len(Y), complex)
    drive[0] = 1
    return np.linalg.solve(Y, drive)[0]


# ---------- test: Bessel impedance against the field equations ----------
def z_by_integration(f):
    """Integrate Faraday and Ampere outward; t = r/a, J = R0 * current."""
    coupling = 1j * 2 * pi * f * mu_0 / (2 * pi * R0)

    def rhs(t, y):
        return [coupling * y[1] / t, 2 * t * y[0]]
    t0 = 1e-4
    sol = solve_ivp(rhs, (t0, 1), np.array([1, t0**2], complex),
                    method="DOP853", rtol=1e-10, atol=1e-13)
    return sol.y[0, -1] / sol.y[1, -1]


field_dev = max(abs(z_by_integration(f) / z_exact(x_of(f)) - 1)
                for f in (1e9, 10e9, f_max))
assert field_dev < 1e-5


# ---------- test: elements from exact division of power series ----------
def divide_series(count):
    terms = count + 2
    top = [Fraction(1, 4**k * factorial(k)**2) for k in range(terms)]
    bottom = [Fraction(1, 4**k * factorial(k) * factorial(k + 1))
              for k in range(terms)]
    found = []
    for _ in range(count):
        lead = top[0] / bottom[0]
        found.append(lead)
        rest = [p - lead * q for p, q in zip(top, bottom)][1:]
        top, bottom = bottom, rest
    return found


series_elements = divide_series(16)
parts_R, parts_L = ladder_parts(16)
for k in range(8):
    assert np.isclose(float(series_elements[2 * k]) * R0, parts_R[k], rtol=1e-12)
    assert np.isclose(tau * R0 / float(series_elements[2 * k + 1]),
                      parts_L[k], rtol=1e-8, atol=0)

# ---------- test: circuit analysis against fraction and exact Z ----------
for f in (1e9, 10e9, f_max):
    for m in (5, 8, 15):
        circuit = z_by_nodes(m, 2 * pi * f) / R0
        assert abs(circuit / z_ladder(x_of(f), m) - 1) < 1e-9
    assert abs(z_by_nodes(61, 2 * pi * f) / R0 / z_exact(x_of(f)) - 1) < 1e-8

# ---------- test: exact error formula in high precision ----------
mp.mp.dps = 50
for ratio, m in ((1, 1), (1, 4), (5, 3), (5, 8), (20, 15), (20, 30)):
    x = mp.mpc(ratio, ratio)
    I1, K1 = mp.besseli(1, x), mp.besselk(1, x)
    direct = x / 2 * mp.besseli(0, x) / I1 - z_ladder(x, m)
    u = K1 * mp.besseli(m + 1, x) / (I1 * mp.besselk(m + 1, x))
    sg = (-1)**(m + 1)
    assert abs(direct / (sg * u / (2 * I1 * K1 * (1 + sg * u))) - 1) < 1e-15

# ---------- test: low- and high-frequency error laws ----------
for m in (1, 2, 3, 6):
    x = mp.mpc("0.05", "0.05")
    direct = x / 2 * mp.besseli(0, x) / mp.besseli(1, x) - z_ladder(x, m)
    law = (-1)**(m + 1) * (x**2 / 4)**m / (factorial(m) * factorial(m + 1))
    assert abs(direct / law - 1) < 0.01
for m in (150, 151):
    x = 2000 * (1 + 1j)
    sg = (-1)**(m + 1)
    u = np.exp(-m * (m + 2) / x)
    direct = 1 - z_ladder(x, m) / z_exact(x)
    assert abs(direct / (2 * sg * u / (1 + sg * u)) - 1) < 0.01
for ratio in (20, 60, 200):
    for eps in (1e-2, 1e-4):
        gap = elements_needed(ratio * (1 + 1j), eps) - elements_predicted(ratio, eps)
        assert abs(gap) < 2      # rounding up plus corrections of order 1
x = 300 * (1 + 1j)
assert abs(z_exact(x) - (x / 2 + 0.25)) < 1e-3

# ---------- test: limits far above the band ----------
# resistor end: inductors open, resistors add up to N^2 R0;
# inductor end: resistors negligible, all N inductors act in parallel
omega_far = 1e8 / tau
for n in (2, 4, 8):
    ceiling = n**2 * R0
    slope_L = mu_0 / (4 * pi * n * (n + 1))
    assert abs(z_by_nodes(2 * n - 1, omega_far) / ceiling - 1) < 1e-3
    assert abs(z_by_nodes(2 * n, omega_far) / (1j * omega_far * slope_L) - 1) < 1e-3

# ---------- choose the ladder for the example ----------
x_max = x_of(f_max)
m_any = elements_needed(x_max, tolerance)
m_use = m_any if m_any % 2 == 1 else m_any + 1
band = np.geomspace(1e7, f_max, 400)
band_error = np.array([relative_error(x_of(f), m_use) for f in band])
assert band_error.max() <= tolerance
assert band_error.argmax() == len(band) - 1
use_R, use_L = ladder_parts(m_use)

# ---------- test: step response from the state equations ----------
n_l = len(use_L)
tail = np.array([use_R[k + 1:].sum() for k in range(n_l)])
M = np.array([[tail[max(i, j)] for j in range(n_l)] for i in range(n_l)])
rate_matrix = M / use_L[:, None]


def step_ladder(t):
    """Voltage/R0 after a unit current step, inductors initially empty."""
    final = np.linalg.solve(M, tail)
    currents = final - expm(-rate_matrix * t) @ final
    return (use_R.sum() - tail @ currents) / R0


zeros_J1 = jn_zeros(1, 300)


def step_exact(t):
    return 1 + np.exp(-zeros_J1**2 * t / tau).sum()


for t in (10e-12, 100e-12, 500e-12):
    assert abs(step_ladder(t) / step_exact(t) - 1) < 0.01
slow_ladder = 1 / np.linalg.eigvals(rate_matrix).real.min()
slow_exact = tau / zeros_J1[0]**2
assert abs(slow_ladder / slow_exact - 1) < 1e-4

# ---------- sizes of neglected effects at f_max ----------
omega = 2 * pi * f_max
half = spacing / 2
image = np.sqrt(half**2 - radius**2)
angle = np.linspace(0, 2 * pi, 4000, endpoint=False)
place = half + radius * np.exp(1j * angle)
surface = abs(1 / (place - image) - 1 / (place + image))
proximity = (surface**2).mean() / surface.mean()**2
assert abs(proximity - half / image) < 1e-9
flux = quad(lambda y: 1 / (image - y) + 1 / (image + y), 0, half - radius,
            epsabs=0, epsrel=1e-10)[0]
L_ext = mu_0 / (2 * pi) * flux
assert abs(L_ext / (mu_0 / (2 * pi) * np.arccosh(half / radius)) - 1) < 1e-8

wave = 2 * pi / groove_period
slope = np.sqrt(2) * groove_rms * wave
path = quad(lambda p: np.sqrt(1 + (slope * np.cos(p))**2), 0, 2 * pi)[0] / (2 * pi)


def z_changed(rho_factor, mu_factor=1.0):
    """Z/R0 when resistivity and permeability are multiplied by factors."""
    return rho_factor * z_exact(x_max * np.sqrt(mu_factor / rho_factor))


z_max = z_exact(x_max)
relax = mean_free_path / fermi_speed
drude_shift = abs(z_changed(1 + 1j * omega * relax) / z_max - 1)
warm_shift = abs(z_changed(1 + temp_coefficient * warming)) / abs(z_max) - 1
para_shift = abs(z_changed(1.0, 1 + susceptibility) / z_max - 1)

# ---------- output ----------
print(f"radius {radius*1e6:.0f} um, resistivity {rho*1e8:.1f} uohm cm (rough)")
print(f"band edge {f_max/1e9:.0f} GHz, tolerance {tolerance*100:.0f} %")
print(f"R0 = {R0*1e-3:.4f} ohm/mm, L1 = {mu_0/(8*pi)*1e9:.2f} pH/mm")
print(f"diffusion time tau = {tau*1e9:.3f} ns")
print(f"field integration vs Bessel, largest rel. deviation {field_dev:.1e}")
print("series division:", ", ".join(str(v) for v in series_elements[:8]))
print("f GHz | delta um | a/delta | R ohm/mm | X ohm/mm | m needed | m law")
for f in (1e9, 10e9, f_max):
    z = z_exact(x_of(f)) * R0 * 1e-3
    ratio = radius / skin_depth(f)
    print(f"{f/1e9:5.0f} | {skin_depth(f)*1e6:.3f} | {ratio:.2f} | {z.real:.4f} | "
          f"{z.imag:.4f} | {elements_needed(x_of(f), tolerance)} | "
          f"{elements_predicted(ratio, tolerance):.1f}")
print("elements m | relative error of Z at band edge, %")
for m in sorted({1, 3, 5, 7, 9, 11, 13, m_any, m_use}):
    print(f"{m:3d} | {100*relative_error(x_max, m):.3f}")
print(f"chosen m = {m_use}: {len(use_R)} resistors, {len(use_L)} inductors")
print("k | R_k ohm/mm | L_k pH/mm")
for k in range(len(use_R)):
    ind = f"{use_L[k]*1e9:.3f}" if k < len(use_L) else "none (short)"
    print(f"{k+1} | {use_R[k]*1e-3:.4f} | {ind}")
z_use = z_ladder(x_max, m_use)
print(f"ladder at band edge: R {z_use.real*R0*1e-3:.4f}, "
      f"X {z_use.imag*R0*1e-3:.4f} ohm/mm")
print(f"error in R {100*(z_use.real/z_max.real-1):+.3f} %, "
      f"in X {100*(z_use.imag/z_max.imag-1):+.3f} %")
print(f"rel. error of Z at 10 GHz {relative_error(x_of(10e9), m_use):.1e}")
print(f"rel. error of Z at 500 GHz {100*relative_error(x_of(500e9), m_use):.1f} %")
print(f"ladder ceiling {use_R.sum()*1e-3:.3f} ohm/mm = {use_R.sum()/R0:.0f} R0")
for t in (10e-12, 100e-12):
    print(f"step at {t*1e12:.0f} ps, v/R0: ladder {step_ladder(t):.5f}, "
          f"exact {step_exact(t):.5f}")
print(f"slowest decay: ladder {slow_ladder*1e12:.2f}, exact {slow_exact*1e12:.2f} ps")
print("Neglected effects at band edge (rough inputs):")
print(f"return wire at {spacing*1e6:.0f} um: R up {100*(proximity-1):.2f} %")
print(f"grooves {groove_rms*1e6:.1f} um rms, period {groove_period*1e6:.0f} um: "
      f"path up {100*(path-1):.2f} %")
print(f"warming {warming:.0f} K at {temp_coefficient*100:.1f} %/K: "
      f"|Z| up {100*warm_shift:.1f} %")
print(f"mean free path {mean_free_path*1e9:.0f} nm: ratio to delta "
      f"{mean_free_path/skin_depth(f_max):.4f}")
print(f"relaxation, speed {fermi_speed:.0e} m/s: w*t = {omega*relax:.1e}, "
      f"Z shift {100*drude_shift:.2f} %")
print(f"susceptibility {susceptibility:.0e}: Z shift {100*para_shift:.3f} %")
print(f"displacement/conduction current {omega*epsilon_0*rho:.1e}")
print(f"retardation: w*spacing/c = {omega*spacing/c_light:.3f}")
print(f"external inductance {L_ext*1e9:.1f} pH/mm per wire, "
      f"reactance {omega*L_ext*1e-3:.1f} ohm/mm")
print("verified")
```

Output:

```
radius 10 um, resistivity 5.0 uohm cm (rough)
band edge 50 GHz, tolerance 1 %
R0 = 0.1592 ohm/mm, L1 = 50.00 pH/mm
diffusion time tau = 2.513 ns
field integration vs Bessel, largest rel. deviation 4.4e-12
series division: 1, 8, 3, 16, 5, 24, 7, 32
f GHz | delta um | a/delta | R ohm/mm | X ohm/mm | m needed | m law
    1 | 3.559 | 2.81 | 0.2655 | 0.2169 | 5 | 4.5
   10 | 1.125 | 8.89 | 0.7486 | 0.7052 | 9 | 8.8
   50 | 0.503 | 19.87 | 1.6217 | 1.5803 | 14 | 13.5
elements m | relative error of Z at band edge, %
  1 | 95.093
  3 | 81.708
  5 | 62.627
  7 | 39.309
  9 | 17.014
 11 | 5.266
 13 | 1.332
 14 | 0.626
 15 | 0.276
chosen m = 15: 8 resistors, 7 inductors
k | R_k ohm/mm | L_k pH/mm
1 | 0.1592 | 50.000
2 | 0.4775 | 25.000
3 | 0.7958 | 16.667
4 | 1.1141 | 12.500
5 | 1.4324 | 10.000
6 | 1.7507 | 8.333
7 | 2.0690 | 7.143
8 | 2.3873 | none (short)
ladder at band edge: R 1.6170, X 1.5761 ohm/mm
error in R -0.286 %, in X -0.266 %
rel. error of Z at 10 GHz 4.5e-07
rel. error of Z at 500 GHz 27.4 %
ladder ceiling 10.186 ohm/mm = 64 R0
step at 10 ps, v/R0: ladder 4.74767, exact 4.73628
step at 100 ps, v/R0: ladder 1.71581, exact 1.71581
slowest decay: ladder 171.18, exact 171.18 ps
Neglected effects at band edge (rough inputs):
return wire at 100 um: R up 2.06 %
grooves 0.1 um rms, period 2 um: path up 4.77 %
warming 60 K at 0.4 %/K: |Z| up 11.5 %
mean free path 7 nm: ratio to delta 0.0139
relaxation, speed 7e+05 m/s: w*t = 3.1e-03, Z shift 0.16 %
susceptibility 2e-04: Z shift 0.010 %
displacement/conduction current 1.4e-07
retardation: w*spacing/c = 0.105
external inductance 458.5 pH/mm per wire, reactance 144.0 ohm/mm
verified
```
